\section*{Why an Equal-Frequency Split of a Phonon Broadens Least on Heating}

\section{What dimensions and symmetry fix}

A phonon of angular frequency $\omega_0$ decays through the cubic part of the lattice potential into two phonons of frequencies $r\omega_0$ and $(1-r)\omega_0$. Let $\Gamma(T)$ be the linewidth from this channel and $\Gamma_0$ its value at $T=0$. At lowest order both are proportional to the square of the same coupling, which cancels in their ratio. The ratio is dimensionless, and the quantities left to form it are $\omega_0$, $r$ and the thermal energy $kT$. Hence
\begin{equation}
\Gamma(T)=\Gamma_0\,F(x_0,r),\qquad x_0=\frac{\hbar\omega_0}{kT},\qquad F(\infty,r)=1 .
\label{form}
\end{equation}
The labels of the two daughters carry no meaning, so $F(x_0,r)=F(x_0,1-r)$. In terms of the asymmetry
\begin{equation}
\delta=1-2r,\qquad r=\frac{1-\delta}{2},\qquad 1-r=\frac{1+\delta}{2},
\label{delta}
\end{equation}
$F$ is even in $\delta$. If it is smooth, the equal split $\delta=0$ is a stationary point at every temperature. Symmetry does not say whether it is a minimum or a maximum. That depends on a curvature, which has to come from the statistics of the daughters.

\section{Assumptions and theorem}

The width $\Gamma$ is the full width at half maximum, as an angular frequency. The assumptions are these.

\begin{enumerate}
\item The cubic coupling is treated at lowest order.
\item The daughters are in thermal equilibrium at one temperature $T$.
\item Frequencies and couplings do not change with $T$.
\item The channels compared belong to the same parent, so the daughter frequencies have the fixed sum $\omega_0$.
\item The channels have the same $\Gamma_0>0$.
\end{enumerate}

The last assumption excludes up-conversion, in which the parent merges with a phonon already present. That process has no partner at $T=0$, and so no zero-temperature width.

\textbf{Theorem.} Under these assumptions, at every $T>0$,
\begin{equation}
\Gamma(T)\ \ge\ \Gamma_0\coth\frac{\hbar\omega_0}{4kT},
\label{theorem}
\end{equation}
with equality if and only if $r=1/2$. Moreover $\Gamma(T)$ increases strictly with $|\delta|$.

The proof needs the thermal factor (Lemma 1) and the curvature of the hyperbolic cotangent (Lemma 2).

\section{Lemma 1: the thermal factor}

\textbf{Lemma 1.} With $n(x)=1/(e^x-1)$,
\begin{equation}
F=1+n(rx_0)+n((1-r)x_0).
\label{factor}
\end{equation}

\textbf{Proof.} Let $a$ annihilate the parent, and let $b_{1k},b_{2k}$ annihilate the daughters of pair $k$. Define $B_k=b_{1k}b_{2k}$ and $\Omega_k=\omega_{1k}+\omega_{2k}$. The part of the cubic coupling that can conserve energy in the decay is
\begin{equation}
V=\hbar\sum_k g_k\left(a^\dagger B_k+aB_k^\dagger\right),
\end{equation}
with $g_k$ real by choice of phases. For one pair, with $N_i=b_i^\dagger b_i$ and $b_ib_i^\dagger=N_i+1$,
\begin{align}
[B,B^\dagger]&=b_1b_1^\dagger\,b_2b_2^\dagger-b_1^\dagger b_1\,b_2^\dagger b_2\nonumber\\
&=(N_1+1)(N_2+1)-N_1N_2=1+N_1+N_2 .
\label{comm}
\end{align}
The products $N_1N_2$ cancel between decay and its reverse. The Heisenberg equation $i\hbar\,\dot O=[O,H]$ gives
\begin{align}
i\dot a&=\omega_0a+\sum_kg_kB_k,\\
i\dot B_k&=\Omega_kB_k+g_ka(1+N_{1k}+N_{2k})+\dots
\end{align}
The dots stand for commutators between different pairs that share a mode. They contain products such as $b_3^\dagger b_2$ of two different modes, whose equilibrium average is zero.

Now take averages, $\alpha=\langle a\rangle$ and $\beta_k=\langle B_k\rangle$. Correlations between $a$ and the occupations are themselves created by the coupling. At lowest order $\langle aN_{ik}\rangle$ may therefore be replaced by $\alpha n_{ik}$. With $F_k=1+n_{1k}+n_{2k}$ and $\beta_k(0)=0$, the second equation integrates to
\begin{equation}
\beta_k(t)=-ig_kF_k\int_0^t e^{-i\Omega_k\tau}\alpha(t-\tau)\,d\tau .
\end{equation}
Write $\alpha=Ae^{-i\omega_0t}$ and insert this in the first equation:
\begin{equation}
\dot A(t)=-\sum_kg_k^2F_k\int_0^te^{i(\omega_0-\Omega_k)\tau}A(t-\tau)\,d\tau .
\end{equation}
For weak coupling to a dense, broad set of pairs, the sum over $k$ dies out in $\tau$ before $A$ changes appreciably. Then $A(t-\tau)$ can be replaced by $A(t)$ and the upper limit by infinity. Using
\begin{equation}
\int_0^\infty e^{i\nu\tau}d\tau=\pi\delta(\nu)+i\,\mathrm{P}\frac1\nu
\end{equation}
(here $\delta(\nu)$ is the Dirac function), one finds $\dot A=-(\Gamma/2+i\Delta)A$ with
\begin{equation}
\Gamma=2\pi\sum_kg_k^2F_k\,\delta(\omega_0-\Omega_k).
\label{golden}
\end{equation}
The shift $\Delta$ is absorbed in $\omega_0$. The amplitude decays as $e^{-\Gamma t/2}$, so $|A|^2$ decays at the rate $\Gamma$. The line shape is
\begin{equation}
\mathrm{Re}\int_0^\infty e^{i(\omega-\omega_0)t-\Gamma t/2}dt=\frac{\Gamma/2}{(\omega-\omega_0)^2+\Gamma^2/4},
\end{equation}
which falls to half its maximum at $\omega-\omega_0=\pm\Gamma/2$. Its full width is $\Gamma$. In a channel with given $r$, all contributing pairs have the same $F_k=F$, which leaves the sum. What remains is the value at $T=0$, namely $\Gamma_0$. $\square$

If both daughters occupy one and the same mode, $B=b^2$ and
\begin{equation}
[b^2,b^{\dagger2}]=(N+1)(N+2)-N(N-1)=2(1+2N).
\end{equation}
The factor 2 belongs to $\Gamma_0$, and the thermal factor is again (\ref{factor}) with $r=1/2$.

\textbf{Numerical test of the factor.} For a single resonant pair, in the frame rotating at $\omega_0$, the equations of motion give $\ddot\alpha(0)=-g^2F\alpha(0)$ and $\dot\alpha(0)=0$. Thus
\begin{equation}
\alpha(t)\approx\alpha(0)\left[1-\tfrac12g^2t^2F\right].
\end{equation}
The full quantum evolution of three modes was computed to $gt=0.01$, with daughters thermally occupied at $\hbar\omega_i/kT=1.6$ and $2.4$. The fall of $\alpha$ gives $F=1.3527$, and the Planck occupations give the same value to these digits.

\textbf{Numerical test of the width.} A mode was coupled to 1501 evenly spaced pairs with detunings from $-60$ to $60$ in model units. The zero-temperature width was $0.5$ and the above $F$ was put into the couplings. Equation (\ref{golden}) gives a width of $0.6764$. Diagonalization gives $0.6780$ from the distance between the quartiles of the line, which equals the full width for a Lorentzian, and $0.6787$ from the decay in time. Both agree with the formula to within $0.4\,\%$ of it. The third digit of the first value depends on the level spacing: for a continuous band of the same extent the quartile distance is $0.675$ and the full width at half maximum is $0.679$. This second test concerns the width formula, since $F$ was an input.

\section{Lemma 2 and proof of the theorem}

\textbf{Lemma 2.} The function $f(y)=\coth y$ is strictly convex for $y>0$.

\textbf{Proof.} Since $f=\cosh y/\sinh y$,
\begin{align}
f'(y)&=\frac{\sinh^2y-\cosh^2y}{\sinh^2y}=-\frac1{\sinh^2y},\\
f''(y)&=\frac{2\cosh y}{\sinh^3y}=\frac{2\coth y}{\sinh^2y}>0\quad(y>0).\qquad\square
\label{curv}
\end{align}
The sign of $f''$ is that of $y$. For negative arguments the function is concave, so the restriction to positive arguments matters. It is met here because both daughter frequencies are positive.

\textbf{Proof of the theorem.} First,
\begin{equation}
1+2n(x)=\frac{e^x+1}{e^x-1}=\coth\frac x2 .
\end{equation}
Write (\ref{factor}) as half the sum of $1+2n(rx_0)$ and $1+2n((1-r)x_0)$, and set $u=x_0/4$. By (\ref{delta}), $rx_0/2=u(1-\delta)$ and $(1-r)x_0/2=u(1+\delta)$, so that
\begin{equation}
F=\tfrac12\left[f(u(1+\delta))+f(u(1-\delta))\right].
\label{mean}
\end{equation}
The two arguments have the mean $u$ whatever the split. Differentiate at fixed $u$:
\begin{equation}
\frac{\partial F}{\partial\delta}=\frac u2\left[f'(u(1+\delta))-f'(u(1-\delta))\right].
\end{equation}
By Lemma 2, $f'$ is strictly increasing on positive arguments. The bracket is therefore positive for $0<\delta<1$. Since $F$ is even in $\delta$, it rises strictly with $|\delta|$ from its minimum $F=f(u)=\coth(\hbar\omega_0/4kT)$ at $\delta=0$. Multiplication by the common $\Gamma_0$ gives the theorem. $\square$

\textbf{Corollary.} If one parent decays through several splits with zero-temperature widths $\Gamma_{0j}$, adding (\ref{theorem}) over $j$ gives
\begin{equation}
\sum_j\Gamma_{0j}F(x_0,r_j)\ \ge\ \Big(\sum_j\Gamma_{0j}\Big)\coth\frac{\hbar\omega_0}{4kT}.
\end{equation}
Within the assumptions, the equal-split formula is a lower bound for any mixture of two-phonon decays with the same total $\Gamma_0$.

\section{Remarks on the cause}

\textbf{Curvature, not slope.} Replace $f(y)$ by $f(y)+cy$. The right side of (\ref{mean}) changes by
\begin{equation}
\tfrac12c\left[u(1+\delta)+u(1-\delta)\right]=cu,
\end{equation}
which does not depend on $\delta$. The fact that occupations fall with frequency therefore does not settle the order. What settles it is that they fall more steeply at low frequency than at high. When the split is made unequal, the softer daughter gains more occupation than the harder one loses.

\textbf{A concave counterpart.} Let a boson of energy $\hbar\omega_0$ decay into an electron and a hole, with energies $r\hbar\omega_0$ and $(1-r)\hbar\omega_0$ measured from the chemical potential and thermal occupations $f_e,f_h$. With $N$ bosons present, the net loss rate is proportional to
\begin{equation}
N(1-f_e)(1-f_h)-(N+1)f_ef_h=N(1-f_e-f_h)-f_ef_h .
\end{equation}
The damping carries the factor multiplying $N$. Since $1-2/(e^x+1)=\tanh(x/2)$, this factor is
\begin{equation}
1-f_e-f_h=\tfrac12\left[\tanh(u(1+\delta))+\tanh(u(1-\delta))\right].
\end{equation}
Here $(\tanh y)''=-2\tanh y/\cosh^2y<0$ for $y>0$, and the argument of the proof runs with the opposite sign: the equal split has the largest factor. For $x_0=2.494$ it is $0.554$ at $r=0.50$ and $0.540$ at $r=0.35$. If both energies are positive and stay fixed relative to the chemical potential, heating narrows such a line. Measured from $T=0$, at the same zero-temperature width, the equal split narrows least. Between two finite temperatures this order can reverse, because at high temperature the factor tends to $u$ for every split.

\section{Closed form and limits}

The sum in (\ref{mean}) can be carried out. With $p=u(1+\delta)$ and $q=u(1-\delta)$,
\begin{equation}
\coth p+\coth q=\frac{\cosh p\sinh q+\cosh q\sinh p}{\sinh p\sinh q}=\frac{\sinh(p+q)}{\sinh p\sinh q},
\end{equation}
and $2\sinh p\sinh q=\cosh(p+q)-\cosh(p-q)$. Since $p+q=2u$ and $p-q=2u\delta$,
\begin{equation}
F=\frac{\sinh2u}{\cosh2u-\cosh(2u\delta)} .
\label{closed}
\end{equation}
The asymmetry enters through $\cosh(2u\delta)$ alone, which shows the strict rise with $|\delta|$ a second time.

\textbf{Nearly equal splits.} Expand (\ref{mean}) in $\delta$. The linear terms cancel, and (\ref{curv}) gives
\begin{equation}
F\approx\coth u+\tfrac12u^2\delta^2f''(u)=\coth u+\delta^2\,\frac{u^2\coth u}{\sinh^2u}.
\label{small}
\end{equation}
The penalty for a small asymmetry is of second order.

\textbf{High temperature, $u\ll1$.} In (\ref{closed}), $\sinh2u\approx2u$ and the denominator is approximately $2u^2(1-\delta^2)$. With $1-\delta^2=4r(1-r)$,
\begin{equation}
F\approx\frac{1}{u(1-\delta^2)},\qquad \frac{F(r)}{F(1/2)}\to\frac1{4r(1-r)} .
\label{hot}
\end{equation}
All widths become linear in $T$, and the split changes their slope. The ratio tends to $1.099$ for $r=0.35$ and to $1.333$ for $r=0.25$.

\textbf{Low temperature.} For $r<1/2$ and $rx_0\gg1$, both daughters have $n(x)\approx e^{-x}$. If also $(1-2r)x_0\gg1$, the softer daughter dominates, and
\begin{equation}
\frac{F(r)-1}{F(1/2)-1}\approx\frac{e^{-rx_0}}{2e^{-x_0/2}}=\tfrac12e^{x_0(1/2-r)} .
\end{equation}
This ratio grows without limit on cooling, although both growths vanish. For a parent at $520\ \mathrm{cm^{-1}}$ and $T=40$ K, explicit occupations give a ratio of $8.31$ for $r=0.35$, and the law gives $8.27$.

\section{Worked example}

Take a parent at $520\ \mathrm{cm^{-1}}$ with $\Gamma_0=1\ \mathrm{cm^{-1}}$ for each channel. In wavenumbers $\tilde\nu$, $x_0=hc\tilde\nu/kT$. At 300 K this gives $x_0=2.494$ and $u=0.6235$. The occupations of the two daughters then give
\begin{align}
r=0.50:&\quad F=1+0.4033+0.4033=1.807,\\
r=0.35:&\quad F=1+0.7175+0.2464=1.964,\\
r=0.25:&\quad F=1+1.1555+0.1821=2.338 .
\end{align}
Going from $r=0.50$ to $0.35$, the softer daughter gains $0.314$ in occupation and the harder one loses $0.157$. The net gain, $0.157$, is the convexity effect. The small-asymmetry formula (\ref{small}), whose coefficient is $1.590$, gives $1.590\times0.3^2=0.143$, which is 9\,\% below the full difference.

The widths in $\mathrm{cm^{-1}}$, and the temperature $T_{10}$ at which each has grown by 10\,\%, are:
\begin{center}
\begin{tabular}{ccccc}
$r$ & 100 K & 300 K & 600 K & $T_{10}$ \\
0.50 & 1.05 & 1.81 & 3.31 & 123 K\\
0.35 & 1.09 & 1.96 & 3.63 & 105 K\\
0.25 & 1.19 & 2.34 & 4.38 & 78 K
\end{tabular}
\end{center}
At 600 K the width for $r=0.35$ exceeds that of the equal split by a factor $3.628/3.311=1.096$, already close to the limit $1.099$ from (\ref{hot}). The equal-split width at 300 K corresponds to a lifetime $1/(2\pi c\Gamma)=2.9$ ps, with $\Gamma$ here in wavenumbers.

\section{Where the statement fails}

\textbf{Different parents.} The proof uses the fixed sum of frequencies. At 300 K an equally split parent at $250\ \mathrm{cm^{-1}}$ grows by $F-1=2.44$, whereas the $0.35$ split of the $520\ \mathrm{cm^{-1}}$ parent grows by $0.96$. The equal split then broadens more, because its daughters are softer.

\textbf{Unequal zero-temperature widths.} For one parent the order of the ratios $\Gamma(T)/\Gamma_0$ survives, but that of the added widths need not. If the $0.35$ channel has $\Gamma_0=0.5\ \mathrm{cm^{-1}}$, heating to 300 K adds $0.48\ \mathrm{cm^{-1}}$ to it. An equal split with $\Gamma_0=1\ \mathrm{cm^{-1}}$ gains $0.81\ \mathrm{cm^{-1}}$.

\textbf{The real case.} The parameters are rough values for the zone-centre optical phonon of silicon. This mode lies at the top of the phonon spectrum, so up-conversion finds no final state, and leaving it out is justified. Acoustic phonons in silicon reach roughly $400\ \mathrm{cm^{-1}}$, so if both daughters are acoustic, $r=0.25$, with a daughter at $390\ \mathrm{cm^{-1}}$, is near the edge of what energy conservation allows. Conservation of crystal momentum can restrict the range of $r$ further. The equal values of $\Gamma_0$ are a premise of the comparison. In the crystal they depend on the couplings and on the number of pairs that conserve energy and crystal momentum.

The largest correction among those estimated is decay into three phonons. By the same balance of forward and reverse processes, its thermal factor for three equal daughters is $(n+1)^3-n^3$, with $n=n(x_0/3)$. Suppose that this decay adds 5\,\% of $\Gamma_0$ at $T=0$, which is an assumed share. The added widths, in $\mathrm{cm^{-1}}$, are then:
\begin{center}
\begin{tabular}{lcc}
 & 300 K & 600 K\\
Gap, $r=0.35$ against $0.50$ & 0.157 & 0.317\\
Growth of three-phonon decay & 0.205 & 0.856\\
All frequencies lowered by 2\,\% & 0.029 & 0.063\\
Frequency sum low by $\Gamma(T)$ & 0.005 & 0.020
\end{tabular}
\end{center}
The last two rows are for the equal split. The 2\,\% softening is assumed. Both rows count only the change of the occupations, with $\Gamma_0$ held fixed; in a crystal, shifted frequencies also change the number of pairs that conserve energy, which is not estimated here. The last row lowers the frequency sum by a full linewidth, as a rough measure of how much the parent's finite width could matter through energy conservation. The softening term is about a fifth of the gap and the last row is smaller still, but the three-phonon term is larger than the gap at both temperatures.

This does not upset the theorem's order: three-phonon decay of the same parent adds the same width whichever two-phonon channel is considered. It does limit what can be inferred from a measured width. At 300 K, an equal split with a three-phonon share of 3.8\,\% grows as much as a $0.35$ split with none. At 600 K the matching share is 1.9\,\%. These shares are for three equal daughters; for daughter frequencies in the ratio $2:3:5$ they fall to 3.0\,\% and 1.5\,\%. A width at one temperature therefore cannot identify the split unless $\Gamma_0$ and the three-phonon part are known independently. Because the two matching shares differ, no single constant share imitates the gap at both temperatures within this model, provided the two-phonon $\Gamma_0$ is known. If it is not, two temperatures do not suffice either. An equal split with $\Gamma_0=1.078\ \mathrm{cm^{-1}}$, together with three-phonon decay of zero-temperature width $0.0033\ \mathrm{cm^{-1}}$, has the same widths at 300 K and 600 K, to two decimals, as the $0.35$ split with $\Gamma_0=1\ \mathrm{cm^{-1}}$. The two cases differ at low temperature, where the widths tend to $1.08$ and $1.00\ \mathrm{cm^{-1}}$. Scattering of the parent off phonons already present, at the next order in anharmonicity, is not included in these estimates. The values behind the tables are in the numerical output.

\section*{Computed values}
\begin{verbatim}
Thermal factor, three-mode dynamics: 1.3527
Thermal factor, Planck occupations: 1.3527
Width, diagonalization (model units): 0.6780
Decay rate, diagonalization (same units): 0.6787
Width, golden rule (same units): 0.6764
Parent wavenumber (rough): 520 cm^-1
Zero-temperature width (rough): 1.0 cm^-1
x0 at 300 K: 2.4939;  u at 300 K: 0.6235
Share 0.50: daughters 260 and 260 cm^-1
  occupations at 300 K: 0.4033 and 0.4033
  width at 100, 300, 600 K (cm^-1): 1.0486, 1.8066, 3.3111
  temperature of 10 % growth: 122.9 K
Share 0.35: daughters 182 and 338 cm^-1
  occupations at 300 K: 0.7175 and 0.2464
  width at 100, 300, 600 K (cm^-1): 1.0864, 1.9639, 3.6282
  temperature of 10 % growth: 105.1 K
Share 0.25: daughters 130 and 390 cm^-1
  occupations at 300 K: 1.1555 and 0.1821
  width at 100, 300, 600 K (cm^-1): 1.1858, 2.3377, 4.3799
  temperature of 10 % growth: 77.8 K
Lifetime, equal split, 300 K: 2.94 ps
Small-asymmetry coefficient at 300 K: 1.5896
Hot-limit width ratio to equal split, 0.35: 1.0989
Hot-limit width ratio to equal split, 0.25: 1.3333
Growth ratio 0.35 to equal at 40 K: 8.310
  low-temperature law: 8.269
Electron-hole factor, 300 K, equal: 0.5535
Electron-hole factor, 300 K, 0.35: 0.5403
Dropped conditions, 300 K:
  growth, equal split of 250 cm^-1 parent: 2.4355
  growth, 0.35 split of 520 cm^-1 parent: 0.9639
  added width, 0.35, half width(0): 0.4820 cm^-1
  added width, equal, full width(0): 0.8066 cm^-1
Assumed three-phonon share: 5 %
Assumed softening: 2 %
At 300 K, added widths in cm^-1:
  gap between 0.35 and equal split: 0.1573
  three-phonon growth: 0.2050
  softening, equal split: 0.0289
  sum off by one linewidth: 0.0049
  three-phonon share matching gap: 3.84 %
At 600 K, added widths in cm^-1:
  gap between 0.35 and equal split: 0.3171
  three-phonon growth: 0.8559
  softening, equal split: 0.0634
  sum off by one linewidth: 0.0199
  three-phonon share matching gap: 1.85 %
\end{verbatim}
